The Zemach correction to hyperfine splitting in hydrogenic S states, part 2

A lepton of mass m and charge −1 is bound in an nS state to a rigid spin-1/2 nucleus of charge Z, mass M, moment μ and size R ≪ a. The problem is how the nuclear size changes the hyperfine splitting E_hfs from its point-nucleus value E_F. Units are atomic and Gaussian: ħ = m_e = e = 1, c = 1/α. Here m_r = mM/(m+M) and a = 1/(Z m_r).

The charge and magnetization densities ρ_E and ρ_M are spherical and normalized to 1, with convolution ρ_EM, rms radii r_E and r_M, and p(s) = 4πs²ρ(s). Their form factors are G_E and g_M = G_M/μ̃, with μ̃ = G_M(0):

G(q) = ∫p(s) sin(qs)/(qs) ds = 1 − q²⟨r²⟩/6 + …  (1)

r_Z = ∬ρ_M(r) ρ_E(r′) |r−r′| d³r d³r′.  (2)

E_hfs = E_F [1 + δ_Z + (4/3)(r_E/a)² ln(R/a) + O(R²/a²)],  δ_Z = −2r_Z/a,  (3)

r_Z = −(4/π) ∫₀^∞ (dq/q²) [G_E(q) G_M(q)/G_M(0) − 1].  (4)

The first derivation finds the wave function ψ in V = −Zφ_E = −Z/r + δV, with φ_E the potential of ρ_E and ψ₀ the point-nucleus state. With W(r) = ∫ρ_E(r′)|r−r′| d³r′ and ∇²W = 2φ_E, its results are

⟨B⟩_angles = (8π/3) μ ρ_M(r).  (5)

E_F = (8/3) α² Z³ m_r³ μ̃/(m m_p n³),  (6)

∫₀^∞ δV r² dr = Z r_E²/6.  (8)

ψ(r)/ψ₀(0) = 1 − W(r)/a + (2/3)(r_E/a)² ln(R/a) + O(R²/a²).  (14)

x = (4/π)∫₀^∞ (dq/q²)[1 − sin(qx)/(qx)].  (15)

The angular average of |r−s| is r_> + r_<²/(3r_>) (12), with r_> the larger and r_< the smaller of r and s. Also ∫₀^∞ (t − sin t)/t³ dt = π/4, and e^(−βr) has the transform 8πβ/(q²+β²)².

The second derivation works in momentum space, soft (q ~ 1/a) and hard (q ~ 1/R), with the reduced Coulomb Green function 𝒢′ and the nuclear field B̃ = iq×Ã. Its magnetic and electric parts are

δ_M = (8/πa)∫₀^∞ (dq/q²)[g_M − 1] + O(R²/a²).  (16)

δ_E = (8/πa)∫₀^∞ (dq/q²) g_M[G_E − 1].  (17)

δ_M + δ_E = (8/πa)∫₀^∞ (dq/q²)[G_E g_M − 1].  (18)

The integrand of (18) shows why the subtraction is needed. Without it the integral diverges as ∫dq/q². The binding cuts this off at q ~ 1/a, where (8/πa)·a is of order 1: this is the size of the Fermi term, already counted as the 1 in (3). With the unnormalized G_M and a subtraction of 1, a divergence proportional to μ̃ − 1 would survive. Properly subtracted, the integrand of (4) is finite at q = 0, where by (1) [1 − G_E g_M]/q² → (r_E² + r_M²)/6, and falls as 1/q² at large q.

One assumption needs attention. The hard scale can exceed the lepton's Compton momentum, and for an electron it does so by far: m_ec/ħ = 1/(αa₀) ≈ 259 Å⁻¹, against 4×10⁵ Å⁻¹ for the form-factor scale in the example below. A Schrödinger propagator is then suspect. The momentum route settles this for an infinitely heavy nucleus, where m_r = m. The Dirac Hamiltonian is cα·p + βmc² + V + α·A, with α here the Dirac matrices. Static fields transfer no energy, so the intermediate state is evaluated at E ≈ mc². Since (cα·q + βmc²)² = c²q² + m²c⁴,

(mc² − cα·q − βmc²)⁻¹ = −[mc²(1+β) + cα·q]/(c²q²).

Let u be the spinor at rest, with upper components only. Then α·Ã u has lower components only, and 1+β annihilates it. The identity (α·q)(α·Ã) = q·Ã + iΣ·(q×Ã), with q·Ã = 0 and B̃ = iq×Ã, leaves −σ·B̃/(cq²). The Schrödinger–Pauli product is (−2m/q²)(σ·B̃/2mc), which is the same. The two-exchange term, and with it δ_Z, thus holds at all q in static Dirac theory. In higher terms the cα·q part of the propagator replaces the factor 1/(aq) by Z/c. It flips upper and lower components, so it must appear twice, and power counting gives corrections of relative order (Zα)² to δ_Z, possibly with logarithms. These were neither computed nor tested here.

What each derivation assumes

Both derivations work to first order in μ, take g = 2, require R ≪ a, and treat the nucleus as rigid, so virtual excitation of the nucleus (polarizability) is absent. Both restrict to S states. Both fail when R/a is not small, and the relativistic estimate shows that large Zα spoils (3) as well.

The first derivation needs densities in space. It gives more than the energy: (14) is the wave function, and the normalization, on which the absence of a second linear term depends, is proved by an explicit matching for every n. Positivity of the densities is used only to exchange integrals in (15), where a finite ∫|ρ_EM| x d³x would serve equally, and in the inequalities below. The derivation is tied to the Schrödinger equation at distances where, for an electron bound to a real nucleus, the momenta exceed mc, and it offers no internal reason why this is harmless.

The second derivation needs only G_E and g_M as functions of q, analytic in q² near zero as in (1) and bounded at large q. It controls the discarded terms by power counting over regions, which is less explicit than the matching: normalization is hidden in the omission of ψ₀ from 𝒢′, a soft effect. In return it extends to a Dirac lepton, and it shows where the static picture enters. The nucleus absorbs momentum q without taking energy, which holds if q ≪ Mc. For q ~ 1/R the neglected effects on δ_Z are governed by ħ/(McR), and in the splitting their scale is Zα m/M with a coefficient not determined here. Under the same condition the four-momentum transfer Q² of the Sachs form factors can be identified with q². For a real nucleus, (4) with these form factors is the natural definition of r_Z, and (2) is its reading in terms of densities defined as their transforms.

The two routes split the result differently. In the first, charge and magnetization enter symmetrically through |r−r′|. In the second, (16) alone is −2⟨r⟩_M/a, the cusp sampled by the magnetization, and (17) is the added effect of the weakened attraction. They agree on the linear term and on the coefficient 4/3, which involves the charge radius only.

Bounds and closed forms

For non-negative densities, (12) is at least r, so W ≥ r and r_Z ≥ ⟨r⟩_M, and by symmetry r_Z ≥ ⟨r⟩_E. If one density shrinks to a point, r_Z is the mean radius of the other. The triangle inequality gives r_Z ≤ ⟨r⟩_E + ⟨r⟩_M. The Cauchy–Schwarz inequality gives r_Z² ≤ ⟨(r−r′)²⟩ = r_E² + r_M², the cross term vanishing by spherical symmetry.

The density λ³e^(−λr)/(8π) has ⟨r²⟩ = (λ³/2)·4!/λ⁵ = 12/λ² and, from the transform above, the dipole form factor d_λ = λ⁴/(q²+λ²)². Define also m_λ = λ²/(q²+λ²). In (4), (1 − m_λ)/q² = 1/(q²+λ²) integrates to π/2λ and yields 2/λ. Likewise (1 − d_λ)/q² = 1/(q²+λ²) + λ²/(q²+λ²)² integrates to π/2λ + π/4λ and yields 3/λ. For two dipoles with scales λ and ν and Δ = ν² − λ², square the identity 1/[(q²+λ²)(q²+ν²)] = [1/(q²+λ²) − 1/(q²+ν²)]/Δ and apply it again to the cross term:

d_λ d_ν = (ν⁴/Δ²) d_λ + (λ⁴/Δ²) d_ν − (2λ²ν⁴/Δ³) m_λ + (2λ⁴ν²/Δ³) m_ν.

At q = 0 this shows that the weights sum to 1, so the subtraction distributes over the terms:

r_Z = 3ν⁴/(λΔ²) + 3λ⁴/(νΔ²) − 4λν⁴/Δ³ + 4λ⁴ν/Δ³ = (3ν⁷ − 7λ²ν⁵ + 7λ⁵ν² − 3λ⁷)/(λνΔ³).

The numerator equals (ν−λ)³(3λ⁴ + 9λ³ν + 11λ²ν² + 9λν³ + 3ν⁴), as multiplying out confirms: the coefficients of ν⁷, λν⁶, …, λ⁷ are 3, 9−9, 11−27+9, 9−33+27−3, 3−27+33−9, −9+27−11, 9−9, −3. Cancelling against Δ³ = (ν−λ)³(ν+λ)³,

r_Z = (3λ⁴ + 9λ³ν + 11λ²ν² + 9λν³ + 3ν⁴)/[λν(λ+ν)³],  (19)

which tends to 3/λ for ν → ∞ and equals 35/(8λ) for ν = λ.

A Gaussian of rms radius r_G has G = exp(−q²r_G²/6), so the product is a Gaussian with σ² = (r_E² + r_M²)/3 per axis. Its mean radius is (2/π)^(1/2) σ⁻³ · 2σ⁴, so r_Z = [8(r_E² + r_M²)/(3π)]^(1/2). Two uniform spheres of radius R₀ give, from (12) and symmetry, 2∫₀^R₀ (9r²/R₀⁶)(r⁴/3 + r⁴/15) dr = 36R₀/35.

Numerical tests

The numerical check, with its output, asserts (5) by a symbolic curl and angular quadrature, (6) against an SI evaluation, (8), (12), ∇²W = 2φ_E, and the π/4 integral. It asserts the equality of (2) and (4) for four pairs of shapes by radial quadrature, momentum quadrature and six-dimensional Monte Carlo; for a sphere with an exponential, where no closed form is used, both quadratures give 1.1444061 r_E.

The test of (3) is a numerical solution of the radial equation with exponential densities and ν = 1.5λ. At λa = 4000 the shift E_hfs/E_F − 1 is −1.8577×10⁻³ for 1s and −1.8570×10⁻³ for 2s, against δ_Z = −1.8520×10⁻³. The values −2⟨r⟩_M/a = −1.0×10⁻³ and −2(⟨r⟩_E+⟨r⟩_M)/a = −2.5×10⁻³ are rejected. At four radii ψ/ψ₀(0) − 1 departs from −W/a by at most 0.46% (1s) and 0.41% (2s) of W/a. A fit of the remainder over λa = 500 to 4000 gives the logarithm's coefficient as 1.3328 and 1.3329, against 4/3. The printed 1s–2s difference falls from 2.9×10⁻⁶ to 7.2×10⁻⁷ when λa goes from 2000 to 4000, the factor 4 expected of an R²/a² term with no logarithm; this is read from the output and is not asserted.

Worked example: hydrogen and muonic hydrogen, 1s

The masses, the moment μ̃ = 2.7928473 and r_E = 8.4075×10⁻⁶ Å are taken from the table of constants used by the program. The magnetic radius r_M = 8.0×10⁻⁶ Å is a round model value, and the dipole shape is a model. Then λ = √12/r_E = 4.12025×10⁵ Å⁻¹ and ν = √12/r_M = 4.33013×10⁵ Å⁻¹. With t = ν/λ = 1.05094, equation (19) reads

r_Z = (3 + 9t + 11t² + 9t³ + 3t⁴)/[t(1+t)³ λ] = (3 + 9.4585 + 12.1492 + 10.4466 + 3.6596)/(9.0664 λ) = 4.2700/λ = 1.03635×10⁻⁵ Å,

or 1.036 fm, and the momentum integral (4) gives the same digits. Gaussians with the same radii give 1.06923×10⁻⁵ Å, 3% more than the dipole value. Both lie below the bound 1.16054×10⁻⁵ Å. The rms radii do not fix r_Z, so for the real atoms the values of δ_Z and E_Fδ_Z below are uncertain by a few per cent from the choice of shape alone, and by a similar amount from the model value of r_M (equation (19) with r_M = 0.85 fm gives r_Z = 1.068 fm, 3% more); further digits are kept to show the arithmetic. The reduced mass, a and E_F do not depend on that choice.

For hydrogen m_r = 1836.15267/1837.15267 = 0.999456 and a = 0.52917721 Å/0.999456 = 0.529465 Å. In (6), (8/3)α² = 1.42004×10⁻⁴, m_r³ = 0.99837 and μ̃/m_p = 1.52103×10⁻³, whose product is 2.1564×10⁻⁷ hartree. Multiplying by 27.211386 eV gives E_F = 5.86785×10⁻⁶ eV, or 1418.84 MHz. Then

δ_Z = −2 × 1.03635×10⁻⁵/0.529465 = −3.915×10⁻⁵,

E_Fδ_Z = −2.297×10⁻¹⁰ eV = −0.0555 MHz.

The Gaussian shape gives δ_Z = −4.039×10⁻⁵.

For muonic hydrogen m = 206.76828, m_r = 185.8408, a = 2.847475×10⁻³ Å and E_F = 0.182443 eV. Then δ_Z = −2 × 1.03635×10⁻⁵/2.847475×10⁻³ = −7.279×10⁻³, and E_Fδ_Z = −1.328×10⁻³ eV, or −3.21×10⁵ MHz. The Gaussian shape gives −7.510×10⁻³. The relative correction grows in proportion to m_r.

The full Schrödinger solution with the dipole densities gives −3.91501×10⁻⁵ and −7.32228×10⁻³. The remainders beyond δ_Z are −3.03×10⁻⁹ and −4.32×10⁻⁵, that is 0.008% and 0.6% of |δ_Z|. The logarithmic term with R = r_E is −3.72×10⁻⁹ and −6.77×10⁻⁵, so it overshoots the remainder, which is 0.81 and 0.64 of it. The excess, 0.69×10⁻⁹ and 2.45×10⁻⁵, divided by (4/3)(r_E/a)² = 3.36×10⁻¹⁰ and 1.16×10⁻⁵, is about 2.0 for hydrogen and 2.1 for muonic hydrogen. To within a few per cent it therefore scales as the O(R²/a²) term of (3), whose coefficient was not derived, and it matters more for the muon because the logarithm is smaller.

These remainders belong to the Schrödinger model. In hydrogen α²|δ_Z| is 2×10⁻⁹, so the size-dependent relativistic terms left out are already comparable with the remainder before any logarithm is counted, and a logarithm is expected: the point-nucleus Dirac density behaves as r^(2γ−2) with γ = (1 − Z²α²)^(1/2), so its weight at r ~ R gains the relative factor (Zα)² ln(a/R). With ln(a/r_E) ≈ 11 this estimate is about 2×10⁻⁸, several times the remainder, so in hydrogen the logarithmic term of (3) is not the leading correction to δ_Z. Separately, E_F itself has relativistic corrections that do not depend on the nuclear size. Their relative order is (Zα)², the squared lepton velocity in units of c at soft momenta, and α² = 5×10⁻⁵ is comparable with |δ_Z| in hydrogen. Neither kind was computed here. The recoil scale αm/M is 3.97×10⁻⁶ and 8.22×10⁻⁴, about 10% and 11% of |δ_Z|. Their ratio to |δ_Z| is (m/m_r) ħ/(2Mc r_Z), set by the proton's Compton wavelength against its size, which is why it barely changes between the two atoms. These are scales and not values. They suggest, without proving it, that for a proton the static assumption, more than the expansion in R/a, limits how closely δ_Z represents the whole nuclear-structure correction.

Computed values

```
sphere-averaged Bz/rho at lam r=6: 8.377580; 8pi/3 = 8.377580
int (x-sin x)/x^3 dx = 0.78539816; pi/4 = 0.78539816
rZ in units of rE: shapes, rM/rE, coordinate, momentum, Monte Carlo
  exp*exp 0.7: 1.0868534 1.0868534 1.0879+-0.0010
  gauss*gauss 0.7: 1.1246116 1.1246116 1.1252+-0.0009
  sphere*sphere 1.0: 1.3278800 1.3278800 1.3274+-0.0009
  sphere*exp 0.7: 1.1444061 1.1444061 1.1448+-0.0008
Schroedinger test, lamM = 1.5 lamE: n, lamE*a, full shift, dZ (dimensionless)
  1 500 -1.5042060e-02 -1.4816000e-02
  1 1000 -7.4766543e-03 -7.4080000e-03
  1 2000 -3.7240877e-03 -3.7040000e-03
  1 4000 -1.8577365e-03 -1.8520000e-03
  n=1: log coefficient 1.3328 (4/3 = 1.3333); max psi deviation 0.0046
  2 500 -1.4997027e-02 -1.4816000e-02
  2 1000 -7.4652372e-03 -7.4080000e-03
  2 2000 -3.7212135e-03 -3.7040000e-03
  2 4000 -1.8570154e-03 -1.8520000e-03
  n=2: log coefficient 1.3329 (4/3 = 1.3333); max psi deviation 0.0041
  rejected at lamE*a=4000: M only -1.0000e-03, sum of means -2.5000e-03
alpha = 7.297352564e-03; hartree = 27.211386 eV; a0 = 0.52917721 A
mp/me = 1836.15267; GM(0) = mu_p/mu_N = 2.7928473
rE = 8.40750e-06 A (scipy.constants); rM = 8.0e-06 A (model)
lamE = 4.12025e+05 1/A; lamM = 4.33013e+05 1/A
rZ dipole closed = 1.03635e-05 A = 1.0364 fm; momentum = 1.03635e-05 A
rZ Gaussian = 1.06923e-05 A; bound = 1.16054e-05 A
H: m = 1.00000 me; m_r = 0.999456 me; a = 5.294654e-01 A
H: E_F = 5.867851e-06 eV = 1.418840e+03 MHz
H: dZ dipole = -3.91471e-05; dZ Gaussian = -4.03890e-05
H: shift E_F*dZ = -2.29709e-10 eV = -5.55434e-02 MHz
H: full Schroedinger = -3.91501e-05; remainder = -3.03e-09
H: log term (R=rE) = -3.72e-09; recoil scale alpha m/M = 3.97e-06
muH: m = 206.76828 me; m_r = 185.840834 me; a = 2.847475e-03 A
muH: E_F = 1.824433e-01 eV = 4.411460e+07 MHz
muH: dZ dipole = -7.27909e-03; dZ Gaussian = -7.51001e-03
muH: shift E_F*dZ = -1.32802e-03 eV = -3.21114e+05 MHz
muH: full Schroedinger = -7.32228e-03; remainder = -4.32e-05
muH: log term (R=rE) = -6.77e-05; recoil scale alpha m/M = 8.22e-04
```
